Percolation simulation of dielectric breakdown: effects of film thickness and area

**Scaling variables and model**

A film of thickness d and area A is stressed at constant field. Defects of size a accumulate on a time scale τ, and the film fails when they connect the electrodes. Lengths can enter a dimensionless result only through ratios, so the characteristic failure time must have the form

t63/τ = f(d/a, A/a², α),

where 63% of capacitors have failed at t63 and α is the dimensionless growth exponent defined below. Translation symmetry restricts f further. Equal patches of film are equivalent, and if they fail independently their survival probabilities multiply. With F(t) the failed fraction,

H(t) = −ln[1 − F(t)]

is then proportional to area. The simulation has to supply the dependence on thickness and test the assumed independence.

Divide the film into cubic cells of side a, with n = d/a layers and N = A/a² columns. Defects arrive in each cell as independent Poisson events with mean number

ν(t) = (t/τ)^α.

A cell is defective once it has received at least one defect. The Poisson probability of none is exp(−ν), so

p(t) = 1 − exp(−ν).

Defective cells are connected if they share a face. Lateral boundaries are periodic, so all columns are equivalent. Films of different thickness are compared at equal field, with the same τ, α and a.

**An algorithm without a time step**

Give each cell a random number u, uniform between 0 and 1, and call the cell defective when u ≤ p. This happens with probability p, and the cell stays defective as p grows, as the model requires. One set of u values therefore contains a whole breakdown history.

A given path conducts once p reaches the largest u on it. The film fails when the first path conducts, at

p_b = min over paths (max over cells of the path u).

Inverting p = 1 − exp[−(t/τ)^α] gives the failure time

t_b = τ[−ln(1 − p_b)]^(1/α).

The minimum is found as follows.

1. Sort the cells by increasing u.
2. Add the next cell and merge it with the clusters of its defective neighbours. Each cluster is stored as a tree whose root is its label (union-find).
3. Treat each electrode as a node adjoining its outer layer.
4. Stop when both electrodes have the same root. The u of the last cell added is p_b.

Before that cell was added no path existed; afterwards one does. The method therefore has no time-discretization error for this lattice model. What remains is sampling error and the error of the model itself.

As a check on the search, 100 lattices of 12 × 12 × 4 cells were also solved by relaxation: each cell repeatedly took the smallest path maximum available through its neighbours. Both methods gave identical p_b. To check the clock, defects were dropped one at a time, with repeated hits allowed, into 600 lattices of 12 × 12 × 3 cells. Their breakdown values were compared with 600 from the uniform-number method by a Kolmogorov–Smirnov test, which uses the largest distance between two cumulative distributions. The p-value, the probability of at least this distance if the laws agree, was 0.49.

**Leading thickness law**

A path needs at least n cells, one per layer. With face contacts, a path of n cells is a straight column. Each column is complete with probability pⁿ, and columns share no cells. If only columns counted,

1 − F = (1 − pⁿ)^N,
H = −N ln(1 − pⁿ) ≈ N pⁿ for pⁿ ≪ 1.

For n = 2 the first line is exact: any path must step from layer 1 to layer 2, and the two cells joined by that step form a complete column.

At small p, p ≈ ν = (t/τ)^α, hence

H ≈ N(t/τ)^(αn).

This is a Weibull law, H = (t/t63)^β, with

β ≈ αn = αd/a,
t63 ≈ τN^(−1/(αn)).

Thickness sets the slope of ln H against ln t, while area shifts that line vertically by the logarithm of the area ratio. The straight line and its slope αn need small p at breakdown, and the next terms show how small. The vertical shift with area does not need small p, but it does need areas much wider than the defect clusters.

**Paths with sideways steps**

Let a path have w downward and s sideways steps. It must climb n − 1 layers net, so it has n − 1 + w upward steps. Adding all steps and the starting cell gives n + 2w + s cells.

We need minimal paths, those that cease to connect the electrodes if any cell is removed. With n + 1 cells, w = 0 and s = 1. The sideways step cannot lie in an outer layer, because one of its two cells would be unnecessary. There remain n − 2 layers and four directions, so each column starts

c₁ = 4(n − 2)

such paths.

With n + 2 cells, s = 2 and w = 0; the alternative w = 1, s = 0 would retrace a cell. If the steps lie in different inner layers there are 16 direction pairs for each of the (n − 2)(n − 3)/2 layer pairs. For the n − 3 adjacent pairs, the four returns to the starting column must be removed, since they already contain a straight column. If both steps lie in one layer, the second cannot reverse the first, leaving 4 × 3 = 12 choices. The number per column is

M₂ = 8(n − 2)(n − 3) − 4(n − 3) + 12(n − 2).

Summing path probabilities counts a configuration twice when it contains two minimal paths, so overlaps must be subtracted. For n ≥ 3, consider a union of two paths with n + 2 cells. It has either three cells in one layer or two cells in each of two layers. Two different routes require a closed loop, or a loop closed through an electrode. The only possibility with so few cells is a 2 × 2 square in adjacent layers k and k + 1, spanning neighbouring columns x and x′. The union then holds x in layers 1 to k + 1 and x′ in layers k to n. Here k runs from 1 to n − 1 and x′ has four choices, giving 4(n − 1) overlaps per column. Thus

c₂ = M₂ − 4(n − 1)
= 8(n − 2)(n − 3) + (−4n + 12 + 12n − 24 − 4n + 4)
= 8(n − 2)(n − 3) + 4(n − 2)
= 4(n − 2)(2n − 5).

Replacing F by −ln(1 − F) adds terms starting at p²ⁿ, which is beyond order pⁿ⁺² for n ≥ 3. Therefore

H = Npⁿ[1 + c₁p + c₂p² + O(p³)], n ≥ 3.

For a large film this series is derived on a patch with small F and multiplied by the number of patches, so H itself need not be small. What must be small is p, and in particular c₁p.

An independent enumeration used connected clusters that touch both electrodes. A cluster of s cells with b empty neighbours has probability p^s(1 − p)^b. Expanding the sum gave the coefficients (1, 4, 4), (1, 8, 24) and (1, 12, 60) for n = 3, 4 and 5, in agreement with the formulas.

**How the slope changes**

The local slope is β = d ln H/d ln t. Since dν/d ln t = αν and dp/dν = 1 − p,

d ln p/d ln t = αν(1 − p)/p.

For small p, ν = −ln(1 − p) = p + p²/2 + …, so this factor is α(1 − p/2 + …). The series gives d ln H/d ln p = n + c₁p + …. Multiplying and keeping first order,

β = α{n + [4(n − 2) − n/2]p + O(p²)}.

Sideways paths steepen the distribution; the filling of cells makes it shallower. The bracket is positive for n ≥ 3. For n = 2 it equals −1, so the slope falls slightly below 2α.

**Simulation and sampling error**

The example uses round illustrative parameters: a = 2 nm, α = 0.5 and τ = 10⁶ s at 3 MV/cm. A capacitor 64 nm × 64 nm has N = 32² = 1024 columns. For each thickness, 1200 samples gave the following results, with β fitted by maximum likelihood.

- 4 nm: p63 = 0.031, t63 = 1.00 × 10³ s, β = 0.95; αn = 1.0
- 6 nm: p63 = 0.091, t63 = 9.1 × 10³ s, β = 1.53; αn = 1.5
- 8 nm: p63 = 0.140, t63 = 2.28 × 10⁴ s, β = 2.17; αn = 2.0
- 10 nm: p63 = 0.178, t63 = 3.83 × 10⁴ s, β = 2.73; αn = 2.5

The sampling error of t63 follows from the binomial error of F, √[F(1 − F)/S], for S samples. At H = 1, dF/d ln t = βe⁻¹, so

δt63/t63 ≈ (e/β)√[F(1 − F)/S] = 0.038/β.

This is 4% at 4 nm and 1.4% at 10 nm. For a Weibull law, the large-sample standard error of the fitted slope is

δβ/β = √6/(π√S) = 0.023.

The simulated laws are not strictly Weibull, so this error is a guide. At 4 nm the fitted slope lies 2.3 standard errors below αn and 1.6 below the 0.985 that the slope formula gives at p63. At 6 nm the samples do not resolve a departure from αn, although the first-order slope formula gives about 1.6 at p63. At 10 nm the excess is 0.23, against an error of 0.06.

The full distributions discriminate better. The exact n = 2 law gives a Kolmogorov–Smirnov p-value of 0.89. For n = 3 the series gives 0.36, whereas straight columns alone give 2 × 10⁻¹⁷ and are rejected. For the 10 nm film c₁p63 = 12 × 0.178 = 2.1, so the truncation is not controlled at this area. The truncated series still gives t63 = 3.96 × 10⁴ s, 3% above the simulated value, but only direct simulation can show that it is this close.

Area scaling was tested at 8 nm. The earliest failure among four independent 32 nm squares was compared with the failure of one 64 nm square, using 1200 samples of each. The p-value was 0.99, so no departure from area scaling was resolved. Each small square had periodic boundaries of its own, so this tests size, not edges. Open edges remove sideways paths: at p = 0.14 they lower H of the 64 nm square by about 3%, and cutting it into four open squares lowers H by about 6%. For the 10 nm film, open edges on the 64 nm square lengthen t63 by about 2%. Without scaling, the largest distance between the distributions was 0.47. The area law predicts this value: if x is the survival probability of the small square, the distance is x − x⁴, whose maximum at x = 4^(−1/3) is 0.47.

**Large capacitors**

For a 10 nm film on a 10 µm square, N = (10000/2)² = 2.5 × 10⁷. Solving H = 1 numerically gives p63 = 0.03087. The correction factor is

1 + 12(0.03087) + 60(0.03087)² = 1 + 0.370 + 0.057 = 1.43.

Then N p⁵ × 1.43 = 1, as required. The mean defect number is ν = −ln(1 − 0.03087) = 0.03136, and

t63 = 10⁶ s × (0.03136)² ≈ 980 s (16 minutes).

Straight columns alone would give 1140 s. The last retained term is 4% of the total H; it indicates the scale of truncation but does not bound it.

The same calculation gives t63, the slope at t63, and the time at which 100 ppm have failed (F = 10⁻⁴).

On a 10 µm square:

- 6 nm: 12 s, β = 1.50, 100 ppm at 0.025 s
- 8 nm: 190 s, β = 2.04, 100 ppm at 2.0 s
- 10 nm: 980 s, β = 2.63, 100 ppm at 27 s

On a 100 µm square:

- 6 nm: 0.54 s, β = 1.50, 100 ppm at 0.0012 s
- 8 nm: 20 s, β = 2.01, 100 ppm at 0.20 s
- 10 nm: 170 s, β = 2.56, 100 ppm at 4.3 s

Thickness matters more for early failures than for t63. On the 10 µm square the ratio of t63 to the 100 ppm life is about 460 at 6 nm but 36 at 10 nm. A hundredfold increase in area shortens t63 by a factor of 21 at 6 nm and 6 at 10 nm, because the steeper distribution converts the same change in H into a smaller change in time.

Extrapolation from small devices tests the constant-slope rule. From the 64 nm to the 100 µm square the area ratio is R = 2.44 × 10⁶, with ln R = 14.7. For the 10 nm film the fitted β = 2.726 predicts

t63 = 3.83 × 10⁴ s × R^(−1/2.726) ≈ 174 s,

5% above the series result of 166 s. The slope error alone contributes

δ ln t63 = (ln R/β)(δβ/β) = (14.7/2.73)(0.023) = 0.12,

so this difference is not resolved. Using the limiting slope αn = 2.5 instead gives 107 s, which is 36% too low. In this example the fitted slope is an adequate average over the area range, although the local slope is not constant.

**Model error and the real film**

The values of a, α and τ are rough effective parameters, not measured properties of a particular film, and the lifetimes inherit that status. Constant field also leaves out voltage cycling, and temperature enters only through the chosen parameters. Another doubtful assumption is that existing defects do not alter the generation of new ones.

To size this effect for the 10 nm film on the 10 µm square, suppose defective cells carry no voltage and columns do not influence one another. After j defects, the remaining n − j cells in a column see the field En/(n − j), an increase of Ej/(n − j). Let τ vary as exp(−γE), with a rough γ = 3 cm/MV. Assume also that a change of field alters only the factor τ^(−α) in the rate dν/dt, at the same elapsed time t. Generation in the ν clock then accelerates by

g_j = exp[αγEj/(n − j)].

The first defect gives g₁ = exp(0.5 × 3 × 3/4) = 3.1. The column is then a chain of stages with rates (n − j)g_j. Solving N times its completion probability equal to 1 lowers the straight-column t63 from 1140 s to 0.43 s, and the slope becomes 1.9. The slope falls mainly because the last stage, with g₄ = e¹⁸, adds almost no waiting time. Four slow stages would give 4α = 2.0; the fourth stage has a rate times ν of about 1 at t63, so it is no longer slow and lowers the slope a little further. This is a strong limiting case: lateral voltage sharing is ignored, and the exponential field law is extrapolated from 3 MV/cm to 15 MV/cm in the last intact cell, where it need not hold. It shows that neither absolute lifetime nor the identification β = αd/a is secure when feedback is strong.

The contact rule matters too. If cells also connect through edges and corners, each layer change has nine choices, giving 9⁴ = 6561 shortest paths per starting cell. If only these shortest paths are counted, t63 is multiplied by 0.029, while the limiting slope remains αn. A fitted τ can absorb this leading-order factor at one thickness, but not at all thicknesses, because the factor depends on n. In small capacitors, where p at breakdown is not small, the contact rule can also change the slope, which τ cannot absorb.

Two further effects can be estimated from the series. For smooth Gaussian thickness variations of rms σ at fixed local field, averaging p^(δd/a) multiplies the leading H by exp[(σ ln p/a)²/2]. With σ = 0.2 nm this is 1.06, which shortens t63 by about 2%. Under a common voltage, however, thin spots also see a higher field, δE ≈ −E δd/d. With τ varying as exp(−γE), this changes ln p by −αγE δd/d and n ln p by −αγE δd/a. In the averaged factor ln p is then replaced by ln p − αγE = −3.5 − 4.5 = −8.0. The factor becomes about 1.4, and t63 falls by about 11%. Defects present before stress are more serious for early failures. A density of 6.5 × 10¹⁷ cm⁻³ would make 100 ppm of these capacitors fail at time zero. At 10¹⁹ cm⁻³ the mean number per cell would be 0.08, above the 0.031 needed for 63% failure. If 10 nm films on 10 µm squares contain that many vacancies and most of the capacitors work, most of the vacancies cannot be path-forming defects in the sense of this model: with half of them active, a mean of 0.04 per cell, only about 3% of the capacitors would survive. Smaller capacitors tolerate a higher density.
